# A Hydrogenic Exciton of Atomic Size in a Low-k Dielectric

## Problem

An electron and a hole are created in the silica-like skeleton of a porous low-k film. Treat both bands as parabolic and isotropic, with masses $m_e=0.5$ and $m_h=2.0$ in units of the free-electron mass $m_0$. Let the two charges attract through a uniform relative permittivity $\varepsilon=2.2$. Energies are measured from that of a free pair at rest.

(a) Separate the motion of the pair as a whole from the relative motion.

(b) Find the lowest bound state, its binding energy $E_b$ and its Bohr radius $a$, and show that no state of relative motion lies lower.

(c) Evaluate $E_b$ and $a$.

(d) Find the most probable separation, the mean separation, the mean kinetic and potential energies, and the probability that the separation is less than a length $R$.

(e) Which permittivity belongs in the formula, and how many digits of the answer deserve trust?

## Hints

1. Use the centre of mass and the separation as coordinates. The mixed derivatives must cancel.
2. Try $e^{-r/a}$. The Schrödinger equation must hold at every $r$, so the terms in $1/r$ and the constant terms balance separately.
3. For the lower bound, expand the non-negative integral of $|\nabla\psi+\hat{\mathbf r}\,\psi/a|^2$.
4. Compare $a$ with interatomic distances and $E_b$ with a lattice vibration quantum.

## Solution

**(a) Separation.** Write $C=e^2/4\pi\varepsilon_0$. The Hamiltonian is

$$H=-\frac{\hbar^2}{2m_0}\left(\frac{\nabla_e^2}{m_e}+\frac{\nabla_h^2}{m_h}\right)-\frac{C}{\varepsilon r},\qquad \mathbf r=\mathbf r_e-\mathbf r_h .$$

With $M=m_e+m_h$ and $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$, the chain rule gives

$$\nabla_e=\frac{m_e}{M}\nabla_R+\nabla_r,\qquad \nabla_h=\frac{m_h}{M}\nabla_R-\nabla_r .$$

Squaring, dividing by the masses and adding, we find mixed terms $+2/M$ and $-2/M$, which cancel. What remains is

$$\frac{\nabla_e^2}{m_e}+\frac{\nabla_h^2}{m_h}=\frac{\nabla_R^2}{M}+\frac{\nabla_r^2}{\mu},\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.$$

A plane wave $e^{i\mathbf K\cdot\mathbf R}$ therefore contributes $\hbar^2K^2/2Mm_0$, and the relative motion is that of one particle of mass $\mu m_0$ in the screened Coulomb potential.

**(b) Ground state.** For $\phi=e^{-r/a}$,

$$\nabla^2\phi=\phi''+\frac2r\phi'=\left(\frac1{a^2}-\frac2{ar}\right)\phi .$$

The relative equation becomes

$$-\frac{\hbar^2}{2\mu m_0a^2}+\frac1r\left(\frac{\hbar^2}{\mu m_0a}-\frac C\varepsilon\right)=E .$$

The bracket must vanish. Since hydrogen with an infinitely heavy nucleus has $a_0=\hbar^2/m_0C$,

$$a=\frac{\varepsilon\hbar^2}{\mu m_0C}=a_0\frac{\varepsilon}{\mu}.$$

The constant term is $E=-E_b$. With $\mathrm{Ry}=\hbar^2/2m_0a_0^2$,

$$E_b=\frac{\hbar^2}{2\mu m_0a^2}=\mathrm{Ry}\,\frac{a_0^2}{\mu a^2}=\mathrm{Ry}\,\frac{\mu}{\varepsilon^2}.$$

To see that this is the lowest level, take any normalized bound function $\psi$ and expand

$$0\le\int\left|\nabla\psi+\frac{\hat{\mathbf r}}a\psi\right|^2d^3r
=\int|\nabla\psi|^2d^3r+\frac1a\int\hat{\mathbf r}\cdot\nabla|\psi|^2d^3r+\frac1{a^2}.$$

Integrate the middle term by parts. Because $\nabla\cdot\hat{\mathbf r}=2/r$, it equals $-(2/a)\langle1/r\rangle$. Multiplying by $\hbar^2/2\mu m_0$ and using $\hbar^2/\mu m_0a=C/\varepsilon$ gives

$$0\le\langle T\rangle-\frac C\varepsilon\left\langle\frac1r\right\rangle+E_b,$$

which is $\langle H\rangle\ge-E_b$ for the relative motion. Equality requires $\nabla\psi=-\hat{\mathbf r}\psi/a$, whose solution is $e^{-r/a}$.

**(c) Numbers.** The reduced mass is $\mu=0.5\times2.0/2.5=0.4$. Hence

$$E_b=13.60569\ \mathrm{eV}\times\frac{0.4}{2.2^2}=1.124\ \mathrm{eV},$$

$$a=0.052918\ \mathrm{nm}\times\frac{2.2}{0.4}=0.291\ \mathrm{nm}=2.91\ \text{Å}.$$

**(d) Size and energies.** Normalization gives $|\phi|^2=e^{-2r/a}/\pi a^3$, so the probability density of the separation is

$$p(r)=\frac{4r^2}{a^3}e^{-2r/a}.$$

Its maximum satisfies $2/r-2/a=0$, so the most probable separation is $a$. The two averages needed are

$$\langle r\rangle=\frac4{a^3}\,\frac{3!}{(2/a)^4}=\frac{3a}2=0.437\ \mathrm{nm},\qquad
\left\langle\frac1r\right\rangle=\frac4{a^3}\,\frac1{(2/a)^2}=\frac1a .$$

Therefore $\langle V\rangle=-C/\varepsilon a=-\hbar^2/\mu m_0a^2=-2E_b=-2.249$ eV. Since $\langle T\rangle+\langle V\rangle=-E_b$, the kinetic energy is $\langle T\rangle=E_b=1.124$ eV.

For the probability, put $t=2r/a$ and $x=R/a$. Then $p\,dr=\tfrac12t^2e^{-t}dt$, and

$$P(r<R)=\frac12\Big[-e^{-t}(t^2+2t+2)\Big]_0^{2x}=1-e^{-2x}(1+2x+2x^2).$$

This goes to zero as $4x^3/3$ for small $x$, the contact density times the volume of the sphere, and to one for large $x$.

**(e) What the result is worth.** The electron and hole are closer than a rough Si–Si distance of 0.31 nm with probability 0.36, and closer than a rough Si–O distance of 0.16 nm with probability 0.10. A uniform medium and bands described by a single mass are both doubtful on this scale. The hydrogenic formula requires, among other things, that $a$ span many interatomic distances, which is not the case here.

The permittivity should describe what can respond during the internal motion. A rough Si–O stretching wavenumber of 1070 cm$^{-1}$ corresponds to 0.133 eV, and $E_b$ is 8.5 times larger. This suggests that the ions follow the internal motion only in part. The electronic permittivity is used here as a starting point; a partial ionic response would weaken the binding, and not necessarily by little. A rough interpolation between the two permittivities (the Haken potential, with one mode at 0.133 eV and polaron radii $\sqrt{\hbar/2mm_0\omega}$ of 0.76 and 0.38 nm) gives about 0.75 eV. If the static permittivity of dense silica, roughly 3.9, were used with the same masses, the binding would be 0.36 eV.

Nor is $\varepsilon$ the dielectric constant quoted for a porous film. That constant is static and averages over pores, whereas the mean separation here is a little under half the width of a rough 1 nm wall, and the separation exceeds that width with probability 0.03. This compares sizes only; for a pair near a pore surface, the uniform medium is a poor description. Pores lower the average electronic permittivity too. An illustrative average of 1.7 would give 1.88 eV, but a continuum average over pores has little meaning at 0.3 nm.

Small input errors matter too. From $E_b\propto\mu/\varepsilon^2$,

$$\frac{\delta E_b}{E_b}=\frac{\delta\mu}\mu-2\frac{\delta\varepsilon}\varepsilon ,$$

so at fixed $\mu$ an error of 0.1 in $\varepsilon$ changes the binding by about 9%. The digits in (c) are correct arithmetic for the stated model. For the material, the defensible reading is a binding of order 1 eV and a radius of a few ångströms.

**The real film.** The value $\varepsilon=2.2$ is close to the electronic permittivity of dense silica; the masses are rough, and organic groups, disorder and electron–hole exchange are left out. Another serious omission is lattice distortion, since excitons in silica can trap themselves. To size only the long-range polarization part of the distortion, hold a hole in a sphere of radius $R=0.16$ nm. Outside, the displacement is $D=e/4\pi r^2$ and the field energy is

$$\int_R^\infty\frac{D^2}{2\varepsilon_0\varepsilon}4\pi r^2dr=\frac{C}{2\varepsilon R}.$$

Letting the ions respond replaces $\varepsilon$ by 3.9. With $C=2\,\mathrm{Ry}\,a_0=1.44$ eV nm, this lowers the energy by

$$\frac{1.44}{2\times0.16}\left(\frac1{2.2}-\frac1{3.9}\right)\mathrm{eV}=0.89\ \mathrm{eV}.$$

The estimate omits the cost of localizing the hole and the partial cancellation of its field by the electron, so it is not a correction to $E_b$. Both omissions are large. Multiplying $D$ by $1-P(r)$, the charge left unscreened by the electron cloud of (d), lowers the gain to 0.33 eV. The uncertainty relation $\langle p^2\rangle\langle r^2\rangle\ge9\hbar^2/4$ puts the cost of holding a parabolic hole at root-mean-square radius $R$ at no less than $9\hbar^2/8m_hm_0R^2=1.67$ eV. Within this model, then, continuum polarization does not pay for trapping at 0.16 nm. It neither explains nor sizes self-trapping in silica, which needs an atomistic treatment of local bond distortion and of the finite valence bandwidth.

A strong electric field can shorten the life of the exciton greatly while changing its energy little. The natural field of the exciton is $2E_b/ea=2.249\ \mathrm V/0.291\ \mathrm{nm}$, or 77.3 MV/cm. At a rough breakdown field of 5 MV/cm, taken as the local field, a numerical complex-scaling calculation for this model gives a level shift of $-0.025$ eV, about 2% of $E_b$, but field ionization in 0.29 ps. That time depends exponentially on the inputs: it becomes about 1 ps for $\varepsilon=2.1$, 0.12 ps for $\varepsilon=2.3$, and 2.6 ps at 4 MV/cm. The saddle of the potential lies at $a\sqrt{77.3/5}=1.14$ nm and the escape path reaches about 2 nm, beyond a 1 nm wall, so this uniform-medium rate cannot be carried over to the porous film. At a cure temperature of 673 K, the thermal energy is 0.058 eV, so the binding is about 19 times larger.

## Variation 1: weaker screening at short range

*Suppose the attraction is unscreened at contact and fully screened far away:*

$$V(r)=-\frac Cr\left[\frac1\varepsilon+\left(1-\frac1\varepsilon\right)e^{-r/\lambda}\right].$$

*Estimate the added binding for $\lambda=0.05$ nm, a rough value.*

In the old ground state,

$$\left\langle\frac{e^{-r/\lambda}}r\right\rangle=\frac4{a^3}\int_0^\infty re^{-(2/a+1/\lambda)r}dr=\frac4{a^3(2/a+1/\lambda)^2}=\frac1{a(1+a/2\lambda)^2}.$$

Since $C/a=2\varepsilon E_b$, the first-order gain is

$$\Delta=\frac{2E_b(\varepsilon-1)}{(1+a/2\lambda)^2}=\frac{2\times1.124\times1.2}{(3.91)^2}\ \mathrm{eV}=0.176\ \mathrm{eV}.$$

The old state is a trial function for the new Hamiltonian, so $E_b+\Delta=1.30$ eV is a lower bound on the new binding. Numerical diagonalization gives 1.38 eV, which is 23% above the uniform-medium value.

The limits agree with this reading. For $\lambda\to0$ the gain vanishes as $8E_b(\varepsilon-1)\lambda^2/a^2$. For $\lambda\to\infty$ screening disappears and the true binding is $\mathrm{Ry}\,\mu=\varepsilon^2E_b$. The true gain $(\varepsilon^2-1)E_b$ then exceeds the first-order gain $2(\varepsilon-1)E_b$ by $(\varepsilon-1)^2E_b$.

## Variation 2: a band of finite width

*Replace the parabolic relative kinetic energy by*

$$T_d=\frac{\hbar^2}{\mu m_0d^2}\sum_{i=x,y,z}(1-\cos k_id),$$

*with $d=0.31$ nm. How does the mean kinetic energy of the old state change?*

For small $k_id$, $1-\cos k_id\approx k_i^2d^2/2$, which restores the parabola. The operator $\cos k_xd$ is half the sum of translations by $+d$ and $-d$. Its mean is thus the overlap $S$ of two copies of $\phi$ a distance $d$ apart.

Let $r$ and $r'$ be the distances to the two centres, and set $\xi=(r+r')/d$, $\eta=(r-r')/d$ and $s=d/a$. In these spheroidal coordinates the volume element, integrated over the azimuth, is $(\pi d^3/4)(\xi^2-\eta^2)\,d\xi\,d\eta$. Thus

$$S=\frac{s^3}4\int_1^\infty d\xi\,e^{-s\xi}\int_{-1}^1(\xi^2-\eta^2)d\eta
=\frac{s^3}4\int_1^\infty e^{-s\xi}\left(2\xi^2-\frac23\right)d\xi .$$

The integrals of $e^{-s\xi}$ and $\xi^2e^{-s\xi}$ are $e^{-s}/s$ and $e^{-s}(1/s+2/s^2+2/s^3)$, so

$$S=\frac{s^3e^{-s}}4\left(\frac4{3s}+\frac4{s^2}+\frac4{s^3}\right)=e^{-s}\left(1+s+\frac{s^2}3\right).$$

The three directions contribute equally, and $\hbar^2/\mu m_0=2E_ba^2$. Hence

$$\langle T_d\rangle=\frac{6E_b(1-S)}{s^2}.$$

Here $s=0.31/0.291=1.065$ and $S=0.842$, which gives 0.94 eV. The mean kinetic energy falls by 0.19 eV, or 17% of its parabolic value. For small $s$, $S=1-s^2/6+s^4/24+\dots$, so $\langle T_d\rangle\approx E_b(1-s^2/4)$. At $s=1.065$ this expansion predicts a fall of 28%, so the closed formula is needed.

The 0.19 eV is not itself a new binding energy. A lattice calculation would also need a finite attraction for an electron and hole on the same site, which the continuum potential does not supply. For this model band, the change indicates how strongly the mean kinetic energy depends on the assumption of parabolic bands. The numerical output below lists the main values used.

## Numbers as computed

```
Electron mass: 0.50 m0
Hole mass: 2.00 m0
Reduced mass: 0.40 m0
Electronic permittivity: 2.20
Hydrogen Rydberg energy: 13.60569 eV
Hydrogen Bohr radius: 0.052918 nm
Exciton binding energy, formula: 1.1244 eV
Exciton binding energy, diagonalization: 1.1244 eV
Exciton Bohr radius: 0.2910 nm
Exciton Bohr radius, converted: 2.910 angstrom
Most probable separation, diagonalization: 0.2910 nm
Mean separation, diagonalization: 0.4366 nm
Mean kinetic energy: 1.1244 eV
Mean potential energy: -2.2489 eV
2s binding energy, diagonalization: 0.2811 eV
Si-O distance (rough input): 0.16 nm
Probability of separation below Si-O distance: 0.0995
Si-Si distance (rough input): 0.31 nm
Probability of separation below Si-Si distance: 0.3585
Skeleton wall (rough input): 1.0 nm
Probability of separation above wall width: 0.0326
Screening length (rough input): 0.05 nm
Permittivity at wavevector 1/a: 2.127
Short-range screening gain, first order: 0.176 eV
Binding with short-range screening, diagonalized: 1.378 eV
Overlap of states shifted by Si-Si distance: 0.8422
Mean kinetic energy in cosine band: 0.939 eV
Kinetic energy change, cosine band: -0.186 eV
Si-O stretching wavenumber (rough input): 1070 1/cm
Si-O stretching quantum: 0.133 eV
Binding energy / stretching quantum: 8.5
Static silica permittivity (rough input): 3.9
Binding with static silica permittivity: 0.358 eV
Film electronic permittivity (rough input): 1.7
Binding with film electronic permittivity: 1.883 eV
Polarization energy, hole in Si-O radius sphere: 0.89 eV
Exciton field unit 2E_b/(ea): 77.3 MV/cm
Operating field (rough input): 1.0 MV/cm
Ionization time at operating field, weak-field formula: 2.2e+04 s
Breakdown field (rough input): 5.0 MV/cm
Reduced breakdown field: 0.0647
Stark shift at breakdown, quadratic formula: -0.0212 eV
Stark shift at breakdown, complex scaling: -0.0246 eV
Ionization time at breakdown, weak-field formula: 0.141 ps
Ionization time at breakdown, complex scaling: 0.293 ps
Cure temperature (rough input): 673 K
Thermal energy at cure: 0.0580 eV
Binding energy / thermal energy at cure: 19.4
```
